\section*{Self-Stress and Boron Diffusion in a Coherently Constrained Silicon Layer, part 2}

A thin boron-doped silicon layer lies coherently on a thick undoped substrate, with normal $[001]$ along $z$ and a free outer surface. The substrate prevents the layer from contracting in its plane, and we ask how this self-stress changes boron diffusion along $z$.

Boron has concentration $c$ and site fraction $x=\Omega c$, where $\Omega$ is the volume per site. Strains $\varepsilon_{ij}$ are measured from undoped silicon, and tension is positive. The stress-free strain is $\eta x$ in every direction, so $\sigma_{ij}=C_{ijkl}e_{kl}$ with $e_{ij}=\varepsilon_{ij}-\eta x\,\delta_{ij}$. In the layer $\sigma_{33}=0$, $\sigma_{kk}=-2Y\eta x$, and
\begin{equation}
\sigma\equiv\sigma_{11}=\sigma_{22}=-Y\eta x,\qquad
Y=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\label{eq:stress}
\end{equation}
The elastic energy per site is $w=\Omega Y\eta^2x^2$. The diffusion potential $M$ is the free-energy change when boron replaces silicon at fixed strain. For neutral boron with ideal mixing, $M=kT\ln[x/(1-x)]+2\Omega Y\eta^2x$, up to a constant. With point defects in equilibrium, the flux is
\begin{equation}
J=-\frac{D^*}{kT}\,\frac{x(1-x)}{\Omega}\,\frac{\partial M}{\partial z}.
\label{eq:flux}
\end{equation}
This defines $D^*$, which may depend on local stress and doping. Part (d) found, for neutral boron,
\begin{equation}
J=-D^*(1+\varphi)\frac{\partial c}{\partial z},\qquad
\varphi=\frac{2\Omega Y\eta^2\,x(1-x)}{kT}.
\label{eq:phi}
\end{equation}
The diffusivity is thus $D=D^*(1+\varphi)$.

The example has $c=10^{20}\ \mathrm{cm^{-3}}$ at $1000\,^\circ\mathrm{C}$, lattice parameter $a=0.5431$ nm, $C_{11}=166$ GPa, $C_{12}=64$ GPa and $\eta=-0.25$. These give $\Omega=0.02002\ \mathrm{nm^3}$, $x=0.002002$, $Y=180.7$ GPa, $\sigma$ about 90 MPa, $kT=0.1097$ eV and $\varphi=0.051$. For conversion, $1\ \mathrm{GPa\,nm^3}=6.242\ \mathrm{eV}$.

\subsection*{(f) The same law from atomic jumps}

\textbf{Question.} Let boron exchange with silicon between neighbouring lattice planes, at rates that respect the elastic energy. Derive the diffusivity without using the flux law. Let the barrier also depend on stress, and compare that effect with $\varphi$.

\textbf{Solution.} Number the planes by $i$, with spacing $d$ and boron fraction $x_i$. Let $m_i=w'(x_i)$ be the elastic part of the diffusion potential on plane $i$, and $\Delta_i=m_{i+1}-m_i$ the elastic cost of moving one boron atom from plane $i$ to plane $i+1$. In the mean-field approximation, where occupations of different planes are uncorrelated, the net number of atoms crossing per site and time is
\begin{equation}
j_i=\Gamma g_i\left[x_i(1-x_{i+1})e^{-\Delta_i/2kT}
-x_{i+1}(1-x_i)e^{\Delta_i/2kT}\right].
\end{equation}
The ratio of forward and backward rates is $e^{-\Delta_i/kT}$, as detailed balance demands. $\Gamma$ is the jump rate without stress. The factor $g_i=\exp(\bar\sigma_iV/kT)$ describes a barrier lowered by $\bar\sigma_iV$, where $\bar\sigma_i$ is the mean in-plane stress of the two planes. The activation volume $V$ is the sum of the two in-plane components of the expansion needed to form and move the diffusing complex.

Now set $x_i=x_0+u_i$ with small $u_i$. The products of fractions satisfy
\begin{equation}
x_i(1-x_{i+1})-x_{i+1}(1-x_i)=x_i-x_{i+1}=u_i-u_{i+1}.
\end{equation}
The exponentials add $-2x_0(1-x_0)\Delta_i/(2kT)$ to first order, with $\Delta_i=2\Omega Y\eta^2(u_{i+1}-u_i)$. The bracket is thus already of first order, and $g_i$ may be replaced by its uniform value $g_0$:
\begin{equation}
j_i=-\Gamma g_0\left[1+\frac{2\Omega Y\eta^2x_0(1-x_0)}{kT}\right](u_{i+1}-u_i).
\end{equation}
Conservation gives
\begin{equation}
\frac{du_i}{dt}=j_{i-1}-j_i=\Gamma g_0(1+\varphi)(u_{i+1}-2u_i+u_{i-1}).
\end{equation}
For slow variation the last bracket becomes $d^2\,\partial^2u/\partial z^2$, so
\begin{equation}
D=\Gamma d^2\,g_0\,(1+\varphi),\qquad D^*=\Gamma d^2g_0 .
\end{equation}
The driving force and the barrier therefore enter as separate factors.

The nonlinear rates were also evaluated numerically, on a ring of 32 planes carrying a composition wave of relative amplitude $10^{-4}$. The energies came from a numerical minimisation of the layer's elastic energy. With $V=0$ and $x_0=0.002002$, the decay of the wave gives an increase of 5.14\%, the same as the formula.

The size of $V$ must come from separate knowledge of boron diffusion. As an illustration take $V=\pm0.3\,\Omega$. For the positive sign
\begin{equation}
\frac{\sigma V}{kT}=\frac{0.0904\times0.3\times0.02002\times6.242}{0.1097}=0.031,
\end{equation}
so $D^*$ rises by 3.1\%; for the negative sign it falls by 3.0\%. Together with $\varphi$, the neutral diffusivity then changes by about $+8$\% or $+2$\%. In the dilute limit the ratio of the two effects is
\begin{equation}
\frac{\sigma V/kT}{\varphi}=\frac{-Y\eta xV}{2\Omega Y\eta^2x}
=-\frac{V}{2\eta\Omega},
\end{equation}
which does not depend on doping, temperature or stiffness if $V$ and $\eta$ do not. For $\eta=-0.25$ it equals $2V/\Omega$. An activation volume of a few tenths of $\Omega$ thus has an effect comparable in size with that of the driving force, and for the neutral solute $V=-0.5\,\Omega$ would cancel $\varphi$ to first order. For the charged solute of part (g) the barrier factor also multiplies the field term, so the same $V$ would outweigh $\varphi$. The quantity $\varphi$ is the thermodynamic part of the self-stress effect and not the whole of it.

\subsection*{(g) Ionised boron and its built-in field}

\textbf{Question.} In silicon boron is a negatively charged acceptor. Include the electric field set up by the holes, taking the carriers as non-degenerate and the crystal as locally neutral. How does $\varphi$ combine with the field?

\textbf{Solution.} Let $q$ be the elementary charge, $\psi$ the electrostatic potential, and $p$, $n$ and $n_i$ the hole, electron and intrinsic densities. A boron ion has the additional energy $-q\psi$. Holes move much faster than boron and stay in equilibrium:
\begin{equation}
kT\ln p+q\psi=\text{const},\qquad\text{so}\qquad -q\psi=kT\ln p+\text{const}.
\end{equation}
The potential that drives the ion is therefore
\begin{equation}
M=kT\ln\frac{x}{1-x}+kT\ln p+2\Omega Y\eta^2x+\text{const}.
\label{eq:Mcharged}
\end{equation}

Strain also shifts the band edges and so the energy of the holes. To first order in strain this needs no further term, because $\eta$ is taken as the strain of the doped crystal as a whole, ionised boron together with its hole. The splitting of the valence band by the in-plane strain acts only at second order and is neglected. The elastic term then belongs to the neutral pair. A constant $\eta$ is an approximation when $c$ is not large compared with $n_i$, since added boron then partly removes electrons instead of adding holes.

Neutrality requires $p-n=c$, and $np=n_i^2$. Hence $p^2-cp-n_i^2=0$, whose positive root is
\begin{equation}
p=\frac{c+S}{2},\qquad S=\sqrt{c^2+4n_i^2}.
\end{equation}
Since $dS/dc=c/S$,
\begin{equation}
\frac{dp}{dc}=\frac12\left(1+\frac cS\right)=\frac{S+c}{2S}=\frac pS,
\qquad \frac{d\ln p}{dc}=\frac1S .
\end{equation}
In the flux (\ref{eq:flux}) the hole term of (\ref{eq:Mcharged}) contributes
\begin{equation}
-\frac{D^*}{kT}\,\frac{x(1-x)}{\Omega}\,\frac{kT}{S}\,\frac{\partial c}{\partial z}
=-D^*(1-x)\frac cS\,\frac{\partial c}{\partial z},
\end{equation}
because $x/\Omega=c$. The other two terms are those of part (d), and
\begin{equation}
\frac{D}{D^*}=1+\frac{(1-x)\,c}{\sqrt{c^2+4n_i^2}}+\varphi .
\label{eq:total}
\end{equation}
The field and the self-stress add, since both are forces on the same ion. For $c\ll n_i$ the field term vanishes. For $c\gg n_i$ and small $x$ it approaches one, and $\varphi$ is then compared with a diffusivity of about $2D^*$.

\subsection*{(h) The share of self-stress in the total}

\textbf{Question.} Take $n_i=10^{19}\ \mathrm{cm^{-3}}$, a rough value at $1000\,^\circ\mathrm{C}$. By what fraction does $\varphi$ raise the total diffusivity at fixed $D^*$? Compare it with the effects of hole degeneracy and of doping on $D^*$.

\textbf{Solution.} For $c=10^{20}\ \mathrm{cm^{-3}}$, $S=10^{19}\sqrt{104}\ \mathrm{cm^{-3}}=1.0198\times10^{20}\ \mathrm{cm^{-3}}$. The field alone gives
\begin{equation}
1+\frac{0.998}{1.0198}=1.979 .
\end{equation}
Adding $\varphi=0.051$ gives $D/D^*=2.030$. The relative increase is $0.0514/1.979$, or 2.6\%. The absolute correction is still 5\% of $D^*$; its share is halved because the field has nearly doubled the reference.

At this doping the holes are no longer quite dilute. Let $N_v$ be their effective density of states and $\zeta$ their chemical potential, measured from the band edge in units of $kT$. For a parabolic band, the first two terms of the density are
\begin{equation}
\frac{p}{N_v}=e^{\zeta}-\frac{e^{2\zeta}}{2^{3/2}}+\dots,
\qquad
\zeta=\ln\frac{p}{N_v}+\frac{1}{\sqrt8}\frac{p}{N_v}+\dots
\end{equation}
The field term is thus multiplied by about
\begin{equation}
\frac{d\zeta}{d\ln p}=1+\frac{p}{\sqrt8\,N_v}.
\end{equation}
A round density-of-states mass of one electron mass gives $N_v=2.19\times10^{20}\ \mathrm{cm^{-3}}$. With $p=1.01\times10^{20}\ \mathrm{cm^{-3}}$ the multiplier is 1.16. The full Fermi integral gives a field factor of 2.137 in place of 1.979, a rise of 8\%. In units of $D^*$ this is 0.16, about three times $\varphi$. The estimate depends on the mass: the warped valence bands of silicon give nearer 1.3 electron masses at this temperature, which lowers the rise to about 0.10, or twice $\varphi$. Measured against the field factor 2.137, the share of self-stress is $0.0514/2.137$, or 2.4\% instead of 2.6\%. Degeneracy is not the only departure from dilute behaviour. The Coulomb attraction between boron ions and holes, seen as band-gap narrowing, lowers the field factor by an amount that can match the rise from degeneracy, and it is not included here. For real silicon the share is therefore known only as roughly 2 to 3\%.

The dependence of $D^*$ itself on doping is larger still. If boron moves through a complex that carries one more positive charge than the boron ion, the number of such complexes, and with it $D^*$, is proportional to $p$ as long as the holes are dilute. Here $p/n_i=10.1$, so $D^*$ could be roughly ten times its intrinsic value, and somewhat more once degeneracy is counted. The ratio follows $n_i$ closely: the common estimate $n_i\approx7\times10^{18}\ \mathrm{cm^{-3}}$ gives about 14. This factor multiplies the whole of (\ref{eq:total}) and leaves the share of self-stress unchanged, but an error of a few percent in describing it would hide the self-stress.

\subsection*{(i) The elastic assumptions}

\textbf{Question.} Estimate how $\varphi$ responds to a stiffness that varies with composition or temperature, to a $(111)$ layer, and to a substrate of finite thickness. Is a layer 100 nm thick expected to stay coherent?

\textbf{Solution.} Suppose all stiffnesses are multiplied by $1+\kappa x$. The relaxed strain is unchanged, because a common factor does not move the minimum of the energy. Then
\begin{equation}
w=\Omega Y\eta^2(x^2+\kappa x^3),\qquad
w''=2\Omega Y\eta^2(1+3\kappa x).
\end{equation}
Since $\varphi=x(1-x)w''/kT$, it changes by the fraction $3\kappa x$, which is 0.6\% of $\varphi$ for $\kappa=1$. Softening of silicon by heat acts through $Y$ directly: a stiffness 10\% lower gives $\varphi=4.6$\%.

For a $(111)$ layer let $\mathbf n=(1,1,1)/\sqrt3$ and $B=C_{11}+2C_{12}$. The threefold axis permits only a stretch $s$ along $\mathbf n$, so $\varepsilon_{ij}=s\,n_in_j$ with every $n_in_j=1/3$. In the cube axes each diagonal stress is $\sigma_d=B(s/3-\eta x)$ and each off-diagonal stress is $\sigma_o=2C_{44}s/3$. The traction on the layer plane is $(\sigma_d+2\sigma_o)\mathbf n$. Setting it to zero gives
\begin{equation}
\frac s3=\frac{B\,\eta x}{B+4C_{44}},\qquad
\sigma_{kk}=3\sigma_d=-\frac{12BC_{44}}{B+4C_{44}}\,\eta x .
\end{equation}
Comparison with $\sigma_{kk}=-2Y\eta x$ yields $Y_{111}=6BC_{44}/(B+4C_{44})$. With $C_{44}=80$ GPa this is 229.8 GPa, and $\varphi$ rises to 6.5\%.

Next let the whole plate have thickness $H$, with a uniformly doped layer of thickness $h=tH$ on one face. A free plate takes the in-plane strain $\varepsilon_0+\beta z$, with $z$ now measured from its mid-plane. Zero net force and zero net moment require
\begin{equation}
\varepsilon_0H=\eta xh,\qquad
\frac{\beta H^3}{12}=\eta xh\,\frac{H-h}{2}.
\end{equation}
At the centre of the layer, $z=(H-h)/2$, the fraction of the misfit that is relieved is
\begin{equation}
\frac{\varepsilon_0+\beta z}{\eta x}=t+3t(1-t)^2 .
\end{equation}
For 100 nm on $500\ \mathrm{\mu m}$, $t=2\times10^{-4}$ and the relief of the stress is 0.08\%. The change of $\varphi$ is smaller still: $\varphi$ comes from the stress gradient, which the uniform stretch leaves alone and only the slight bend alters.

Coherence can be lost once the misfit stress is able to drive a dislocation along the interface. For a $60^\circ$ dislocation with Burgers vector of length $b=a/\sqrt2$, half of $b$ relieves the misfit. The isotropic estimate balances the work of the stress against the line energy, both per unit length:
\begin{equation}
Y|\eta x|\,h\,\frac b2=\frac{\mu b^2(1-\nu/4)}{4\pi(1-\nu)}
\left(\ln\frac hb+1\right).
\end{equation}
Here $\nu=C_{12}/(C_{11}+C_{12})$, the shear modulus $\mu$ follows from $Y=2\mu(1+\nu)/(1-\nu)$, and the added 1 is a rough allowance for the core. The solution is $h\approx350$ nm. A 100 nm layer lies below it, so the coherent model is consistent for this example.

\subsection*{(j) The model beside a real doped layer}

\textbf{Question.} Which assumptions can fail in a real boron-doped layer, and what does this imply for the use of $\varphi$?

\textbf{Solution.} The chosen doping is close to the solubility of boron at this temperature. The stiffnesses are closer to room-temperature values than to hot ones, which makes $\varphi$ somewhat too large. The point defects need not be in equilibrium. Ion implantation, for example, leaves excess self-interstitials, which can raise boron diffusion by orders of magnitude early in an anneal. Boron may also form immobile clusters near its solubility, and ideal mixing then fails. Either effect can far exceed a correction of a few percent. A measured profile can therefore reveal $\varphi$ only if the defect population, the carrier terms, the activation volume and the departure from ideal mixing are known so well that their combined error in the diffusivity is well below the share of self-stress, which is roughly 2 to 3\% here. The numerical output that follows lists the inputs and the main results.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 1273.15 K
Thermal energy kT: 0.1097 eV
Lattice parameter: 0.5431 nm
Volume per site: 0.02002 nm^3
Stiffness C11, C12, C44: 166, 64, 80 GPa
Composition strain coefficient eta: -0.25
Boron concentration: 1.0e+20 cm^-3
Boron site fraction: 0.002002
Stress-free strain eta*x: -5.006e-04
Biaxial modulus (001): 180.7 GPa
In-plane layer stress: 90.4 MPa
Elastic coefficient 2*Omega*Y*eta^2: 2.822 eV
Elastic part of potential: 5.651 meV
Self-stress correction phi: 5.14 % of Dstar
Same from hopping model: 5.14 % of Dstar
phi for eta = -0.20: 3.29 % of Dstar
phi for eta = -0.30: 7.40 % of Dstar
phi at 1e+19 cm^-3: 0.51 % of Dstar
phi at 3e+19 cm^-3: 1.54 % of Dstar
Dilute estimate of c where phi = 1: 1.94e+21 cm^-3
Intrinsic density ni: 1.0e+19 cm^-3
Field factor without self-stress: 1.9786
D/Dstar with field and self-stress: 2.0300
Increase of total D by self-stress: 2.60 %
Hole density of states (mass 1 m_e): 2.19e+20 cm^-3
Field factor with hole degeneracy: 2.1374
Change of field factor by degeneracy: 8.03 %
p/ni (size of Dstar enhancement): 10.10
Illustrative in-plane activation volume: +/-0.3 Omega
Dstar change, positive volume: 3.14 %
Dstar change, negative volume: -3.04 %
phi with stiffness 10 % lower: 4.63 % of Dstar
Relative change of phi for kappa = 1: 0.60 %
Biaxial modulus (111): 229.8 GPa
phi for a (111) layer: 6.54 % of Dstar
Layer thickness: 100 nm
Plate thickness: 500 um
Stress relief by plate stretch and bending: 0.080 %
Critical thickness for dislocations: 347 nm
\end{verbatim}
